# Return probability of a particle on the uniform Lieb lattice: a numerical check

```python
"""
Return probability on the uniform Lieb lattice.

Sites per cell: A (corner), B (centre of x-edge), C (centre of y-edge).
Nearest neighbours are joined by hopping -J; all site energies are zero.
Result under test, for a particle released on one site of the infinite lattice:
    a_B(t) = (1 + a_A(t)) / 2,   a_A(t) -> 0,
so the return probability tends to 0 from A and to 1/4 from B.
a_A, a_B : return amplitudes;  x = J t / hbar : dimensionless time.
a_A is the Brillouin-zone average of cos(E t / hbar), with
E = J sqrt(4 + 2 cos kx + 2 cos ky).
"""
import numpy as np
from scipy import constants
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import expm_multiply

A, B, C = 0, 1, 2
J = 0.5            # eV, nearest-neighbour hopping
J_DIAG = 0.1       # eV, extra B-C hopping used to spoil the flat band
HBAR = constants.hbar / constants.e * 1e15   # eV fs


def lieb_hamiltonian(n, periodic):
    """Real-space Hamiltonian of n x n cells in units of J."""
    def site(i, j, s):
        return 3 * (i * n + j) + s
    rows, cols = [], []
    for i in range(n):
        for j in range(n):
            bonds = [(site(i, j, A), site(i, j, B)),
                     (site(i, j, A), site(i, j, C))]
            if periodic or i + 1 < n:
                bonds.append((site(i, j, B), site((i + 1) % n, j, A)))
            if periodic or j + 1 < n:
                bonds.append((site(i, j, C), site(i, (j + 1) % n, A)))
            for p, q in bonds:
                rows += [p, q]
                cols += [q, p]
    values = -np.ones(len(rows), dtype=complex)
    return coo_matrix((values, (rows, cols)), shape=(3*n*n, 3*n*n)).tocsc()


def quadrant(half):
    """Midpoint grid on 0 < kx, ky < pi; enough for even integrands."""
    k = (np.arange(half) + 0.5) * np.pi / half
    return np.meshgrid(k, k, indexing="ij")


def corner_amplitude(x):
    """Zone average of cos(E t/hbar); the grid outgrows the wave front."""
    kx, ky = quadrant(int(0.6 * x) + 40)
    energy = np.sqrt(4 + 2*np.cos(kx) + 2*np.cos(ky))
    return np.mean(np.cos(energy * x))


def leading_law(x):
    """Stationary-phase form of the corner amplitude at long times."""
    return (np.sqrt(2)*np.sin(2*np.sqrt(2)*x) + 2*np.cos(2*x)) / (np.pi*x)


print(f"hopping J = {J:.2f} eV")
print(f"time unit hbar/J = {HBAR / J:.4f} fs")

# Direct evolution on an open cluster, before echoes from its edges return
n = 61
mid = n // 2
cluster = lieb_hamiltonian(n, periodic=False)
centre = 3 * (mid * n + mid)
worst = 0.0
for t in (5.0, 10.0, 20.0, 40.0):
    x = J * t / HBAR
    a = corner_amplitude(x)
    start = np.zeros((3 * n * n, 2), dtype=complex)
    start[centre + A, 0] = 1
    start[centre + B, 1] = 1
    psi = expm_multiply(-1j * x * cluster, start)
    worst = max(worst, abs(psi[centre + A, 0] - a),
                abs(psi[centre + B, 1] - (1 + a) / 2))
    p_corner = abs(psi[centre + A, 0])**2
    p_edge = abs(psi[centre + B, 1])**2
    print(f"t = {t:.0f} fs: Jt/hbar = {x:.3f}, a_A = {a:+.5f}, "
          f"P_A = {p_corner:.5f}, P_B = {p_edge:.5f}")
assert worst < 1e-8
print(f"largest amplitude mismatch, cluster vs zone average = {worst:.1e}")

# Probability left in the 11 x 11 cells around the start at the last time
density = (np.abs(psi)**2).reshape(n, n, 3, 2)
near = density[mid-5:mid+6, mid-5:mid+6].sum(axis=(0, 1, 2))
assert near[0] < 0.1 and abs(near[1] - 0.5) < 0.05
print(f"left in 11 x 11 cells at {t:.0f} fs, corner start = {near[0]:.4f}")
print(f"left in 11 x 11 cells at {t:.0f} fs, edge start = {near[1]:.4f}")

# Flat-band weights by diagonalizing a periodic lattice in real space
# (odd size: the touching point of the three bands is not on its k grid)
m = 15
levels, states = np.linalg.eigh(lieb_hamiltonian(m, periodic=True).toarray())
flat = np.abs(levels) < 1e-9
weight = np.sum(np.abs(states[:, flat])**2, axis=1)
assert flat.sum() == m * m
assert abs(weight[A]) < 1e-10
assert abs(weight[B] - 0.5) < 1e-10 and abs(weight[C] - 0.5) < 1e-10
print(f"periodic lattice: {m*m} cells, {flat.sum()} zero-energy states")
print(f"flat-band weight on A = {abs(weight[A]):.4f}, on B = {weight[B]:.4f}")

# Later times from the zone average
for t in (200.0, 1000.0):
    x = J * t / HBAR
    a = corner_amplitude(x)
    print(f"t = {t:.0f} fs: Jt/hbar = {x:.2f}, a_A = {a:+.6f}, "
          f"leading law = {leading_law(x):+.6f}")
    print(f"t = {t:.0f} fs: P_A = {a*a:.2e}, P_B = {(1 + a)**2 / 4:.5f}")

# The error of the leading law must fall as the inverse square of time
scaled = []
for first in (60.0, 120.0):
    window = np.arange(first, first + 15, 0.1)
    error = [abs(corner_amplitude(x) - leading_law(x)) * x**2 for x in window]
    scaled.append(max(error))
    print(f"max |a_A - law| (Jt/hbar)^2, Jt/hbar from {first:.0f} "
          f"to {first + 15:.0f} = {scaled[-1]:.3f}")
assert 0.8 < scaled[1] / scaled[0] < 1.25

# Extra B-C hopping bends the flat band, and the trapped part escapes
t = 200.0
kx, ky = quadrant(200)
cx, cy = np.cos(kx / 2).ravel(), np.cos(ky / 2).ravel()
p_return = {}
for j_diag in (0.0, J_DIAG):
    h = np.zeros((cx.size, 3, 3))
    h[:, A, B] = h[:, B, A] = -2 * J * cx
    h[:, A, C] = h[:, C, A] = -2 * J * cy
    h[:, B, C] = h[:, C, B] = -4 * j_diag * cx * cy
    band, vec = np.linalg.eigh(h)
    phases = np.exp(-1j * band * t / HBAR)
    amplitude = np.mean(np.sum(vec[:, B, :]**2 * phases, axis=1))
    p_return[j_diag] = abs(amplitude)**2
    width = np.ptp(band[:, 1])
    assert abs(width - 4 * j_diag) < 1e-3
    print(f"J' = {j_diag:.2f} eV: middle-band width = {width:.4f} eV, "
          f"P_B({t:.0f} fs) = {p_return[j_diag]:.5f}")
a = corner_amplitude(J * t / HBAR)
assert abs(p_return[0.0] - (1 + a)**2 / 4) < 1e-8
assert p_return[J_DIAG] < 0.02

print("all tests passed")
```

Output:

```
hopping J = 0.50 eV
time unit hbar/J = 1.3164 fs
t = 5 fs: Jt/hbar = 3.798, a_A = -0.09724, P_A = 0.00946, P_B = 0.20374
t = 10 fs: Jt/hbar = 7.596, a_A = -0.04694, P_A = 0.00220, P_B = 0.22708
t = 20 fs: Jt/hbar = 15.193, a_A = -0.00343, P_A = 0.00001, P_B = 0.24829
t = 40 fs: Jt/hbar = 30.385, a_A = -0.02298, P_A = 0.00053, P_B = 0.23864
largest amplitude mismatch, cluster vs zone average = 1.3e-14
left in 11 x 11 cells at 40 fs, corner start = 0.0515
left in 11 x 11 cells at 40 fs, edge start = 0.5236
periodic lattice: 225 cells, 225 zero-energy states
flat-band weight on A = 0.0000, on B = 0.5000
t = 200 fs: Jt/hbar = 151.93, a_A = -0.000805, leading law = -0.000793
t = 200 fs: P_A = 6.49e-07, P_B = 0.24960
t = 1000 fs: Jt/hbar = 759.63, a_A = +0.000089, leading law = +0.000089
t = 1000 fs: P_A = 7.99e-09, P_B = 0.25004
max |a_A - law| (Jt/hbar)^2, Jt/hbar from 60 to 75 = 0.633
max |a_A - law| (Jt/hbar)^2, Jt/hbar from 120 to 135 = 0.625
J' = 0.00 eV: middle-band width = 0.0000 eV, P_B(200 fs) = 0.24960
J' = 0.10 eV: middle-band width = 0.4000 eV, P_B(200 fs) = 0.00149
all tests passed
```
